**Exchange gap, mixing and line sharpness in an octahedral d³ ion**

The program tests that the $^2E$–$^4A_2$ gap is $9B+3C$ without configuration mixing, and that its slope with respect to $\Delta=10Dq$ is the mean number of $e_g$ electrons in $^2E$. Here $B$ and $C$ are Racah parameters and $\Delta$ is the orbital splitting. It asserts that the Coulomb-integral formula agrees with angular quadrature, and that the 4×4 matrix agrees with a Hamiltonian built from all 120 three-electron determinants. It also asserts the large-field expansion, the level order on both sides of the $^2E$–$^4T_2$ crossing, and the accuracy of the closed estimates at the example parameters. For $B=700$, $C=2800$ and $\Delta=17500$ cm⁻¹, the output shows a gap of 13550 cm⁻¹ and a slope of 0.031. Vibrational wavefunctions on a grid are compared with the displaced-oscillator formulas. For the chosen coupling, the zero-phonon fraction is 0.997 for $^2E$ and 0.044 for $^4T_2$.

## Program and output

```python
"""
Result under test: for a d3 ion in an octahedral field the 2E-4A2 gap is
9B+3C without configuration mixing. With mixing it is the lowest root of a
4x4 matrix plus 15B, and its slope with respect to Delta is the mean number
of eg electrons in 2E. A small slope gives a sharp emission line.

Symbols: B, C = Racah parameters (A is set to 0, a common shift);
Delta = 10Dq = orbital splitting; F0, F2, F4 = Slater radial integrals;
w = vibrational quantum; F = change of Delta per unit of the dimensionless
breathing coordinate q; S = Huang-Rhys factor. Energies are in cm^-1,
except in tests that state B = 1.
Orbitals: xi = yz, eta = zx, zeta = xy, u = 3z^2-r^2, v = x^2-y^2.
"""
from itertools import combinations
import numpy as np
from scipy.optimize import brentq

XI, ETA, ZETA, U, V = range(5)
DOWN = 5                                   # spin-down index offset

# ---- Coulomb integrals from the definition, by angular quadrature ----
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
ct, ph = np.meshgrid(cos_nodes, phi, indexing="ij")
weights = np.repeat(cos_weights, 16) * 2 * np.pi / 16
st = np.sqrt(1 - ct**2)
x, y, z = [g.ravel() for g in (st * np.cos(ph), st * np.sin(ph), ct)]
norm = np.sqrt(15 / (4 * np.pi))
orbitals = norm * np.array([y * z, z * x, x * y,
                            (3 * z**2 - 1) / np.sqrt(12), (x**2 - y**2) / 2])
assert np.allclose((orbitals * weights) @ orbitals.T, np.eye(5))
densities = (orbitals[:, None] * orbitals[None] * weights).reshape(25, -1)
cosine = np.outer(x, x) + np.outer(y, y) + np.outer(z, z)
angular = {}
for k in (0, 2, 4):
    kernel = np.polynomial.legendre.legval(cosine, np.eye(5)[k])
    angular[k] = (densities @ kernel @ densities.T).reshape(5, 5, 5, 5)


def coulomb(B, C):
    """Integrals (ab|cd) with A = 0, from F0, F2 and F4."""
    F0, F2, F4 = 7 * C / 5, 49 * B + 7 * C, 63 * C / 5
    return F0 * angular[0] + F2 * angular[2] + F4 * angular[4]


# ---- Derived tensor formula for the same integrals ----
T = np.zeros((5, 3, 3))
for orb, (i, j) in zip((XI, ETA, ZETA), ((1, 2), (0, 2), (0, 1))):
    T[orb, i, j] = T[orb, j, i] = 1 / np.sqrt(2)
T[U] = np.diag([-1, -1, 2]) / np.sqrt(6)
T[V] = np.diag([1, -1, 0]) / np.sqrt(2)
Q = np.einsum("aij,bjk->abik", T, T)
Q = (Q + Q.transpose(1, 0, 2, 3)) / 2
Q = Q - np.einsum("abii->ab", Q)[:, :, None, None] * np.eye(3) / 3
one = np.eye(5)


def coulomb_tensor(B, C):
    return (C * (np.einsum("ab,cd->abcd", one, one)
                 + np.einsum("ac,bd->abcd", one, one)
                 + np.einsum("ad,bc->abcd", one, one))
            + 24 * B * np.einsum("abij,cdji->abcd", Q, Q))


for b_test, c_test in ((1.0, 0.0), (0.0, 1.0), (1.0, 3.3)):
    assert np.allclose(coulomb(b_test, c_test), coulomb_tensor(b_test, c_test),
                       atol=1e-11)

# ---- All 120 three-electron determinants ----
dets = list(combinations(range(10), 3))
position = {d: n for n, d in enumerate(dets)}


def ordered(spin_orbitals):
    """Index and sign of a determinant given in any order."""
    if len(set(spin_orbitals)) < 3:
        return None, 0
    swaps = sum(spin_orbitals[i] > spin_orbitals[j]
                for i in range(3) for j in range(i + 1, 3))
    return position[tuple(sorted(spin_orbitals))], (-1) ** swaps


def hop(target, source):
    """Matrix of (create target)(annihilate source)."""
    matrix = np.zeros((120, 120))
    for col, det in enumerate(dets):
        if source in det:
            row, sign = ordered([target if p == source else p for p in det])
            if sign:
                matrix[row, col] = sign
    return matrix


E = np.array([[hop(p, q) + hop(p + DOWN, q + DOWN) for q in range(5)]
              for p in range(5)])
N_e = E[U, U] + E[V, V]
S_plus = sum(hop(p, p + DOWN) for p in range(5))
Sz = np.diag([sum(0.5 if p < DOWN else -0.5 for p in d) for d in dets])
S2 = S_plus.T @ S_plus + Sz @ Sz + Sz


def repulsion(B, C):
    g = coulomb(B, C)
    dressed = np.tensordot(g, E, axes=([2, 3], [0, 1]))
    pair = sum(E[p, q] @ dressed[p, q] for p in range(5) for q in range(5))
    return 0.5 * (pair - np.tensordot(np.einsum("pqqs->ps", g), E, axes=2))


def levels(H, tolerance):
    """List of (energy, degeneracy, mean S^2, mean number of eg electrons)."""
    energy, vec = np.linalg.eigh(H)
    edges = np.flatnonzero(np.diff(energy) > tolerance) + 1
    result = []
    for group in np.split(np.arange(120), edges):
        c = vec[:, group]
        result.append((energy[group].mean(), len(group),
                       np.sum(c * (S2 @ c)) / len(group),
                       np.sum(c * (N_e @ c)) / len(group)))
    return result


def select(level_list, s_squared, degeneracy):
    return [lev for lev in level_list
            if lev[1] == degeneracy and abs(lev[2] - s_squared) < 1e-5]


DOUBLET, QUARTET = 0.75, 3.75


# ---- Derived 4x4 matrix of 2E ----
def matrix_2E(B, C, Delta):
    r2, r3 = np.sqrt(2), np.sqrt(3)
    return np.array([
        [-6*B + 3*C, -6*r2*B, -3*r2*B, 0],
        [-6*r2*B, Delta + 8*B + 6*C, 10*B, r3*(2*B + C)],
        [-3*r2*B, 10*B, Delta - B + 3*C, 2*r3*B],
        [0, r3*(2*B + C), 2*r3*B, 3*Delta - 8*B + 4*C]])


def gap_2E(B, C, Delta):
    return np.linalg.eigvalsh(matrix_2E(B, C, Delta))[0] + 15 * B


def determinant(*spin_orbitals):
    vector = np.zeros(120)
    row, sign = ordered(spin_orbitals)
    vector[row] = sign
    return vector


def closed_pair(i, e):
    return determinant(i, i + DOWN, e)


t2_cubed = (determinant(XI, ETA + DOWN, ZETA)
            - determinant(XI + DOWN, ETA, ZETA)) / np.sqrt(2)
pair_A1 = sum(closed_pair(i, U) for i in (XI, ETA, ZETA)) / np.sqrt(3)
P_u = (2 * closed_pair(ZETA, U) - closed_pair(XI, U)
       - closed_pair(ETA, U)) / np.sqrt(6)
Q_v = (closed_pair(XI, V) - closed_pair(ETA, V)) / np.sqrt(2)
basis = np.array([t2_cubed, pair_A1, (Q_v - P_u) / np.sqrt(2),
                  determinant(V, V + DOWN, U)]).T
quartet_state = determinant(XI, ETA, ZETA)

for b_test, c_test, d_test in ((1.0, 3.3, 17.0), (1.0, 4.0, 25.0),
                               (1.3, 5.1, 40.0)):
    H = repulsion(b_test, c_test) + d_test * N_e
    M = matrix_2E(b_test, c_test, d_test)
    assert np.allclose(basis.T @ H @ basis, M, atol=1e-9)
    assert np.allclose(H @ basis, basis @ M, atol=1e-9)      # closed block
    assert np.allclose(H @ quartet_state, -15 * b_test * quartet_state,
                       atol=1e-9)
    lev = levels(H, 1e-7)
    full_roots = [item[0] for item in select(lev, DOUBLET, 4)]
    assert np.allclose(full_roots, np.linalg.eigvalsh(M), atol=1e-8)
    exchange = coulomb(b_test, c_test)[XI, ETA, XI, ETA]
    unmixed = t2_cubed @ H @ t2_cubed - quartet_state @ H @ quartet_state
    assert abs(unmixed - 3 * exchange) < 1e-9
    assert abs(unmixed - (9 * b_test + 3 * c_test)) < 1e-9
    quartet_gap = (select(lev, QUARTET, 12)[0][0]
                   - select(lev, QUARTET, 4)[0][0])
    assert abs(quartet_gap - d_test) < 1e-8

# ---- Large-field expansion against the full diagonalization, B = 1 ----
c_test, d_test = 4.0, 5000.0
lev = levels(repulsion(1.0, c_test) + d_test * N_e, 1e-7)
slope_far = select(lev, DOUBLET, 4)[0][3]
gap_far = select(lev, DOUBLET, 4)[0][0] - select(lev, QUARTET, 4)[0][0]
leading = 90 / d_test**2
correction = -2 * (1818 + 216 * c_test) / d_test**3
assert abs((slope_far - leading) / correction - 1) < 0.05
series_gap = (9 + 3 * c_test - 90 / d_test
              + (1818 + 216 * c_test) / d_test**2)
assert abs(gap_far - series_gap) < 5e-6

# ---- Worked example ----
B, C, Delta, w, F = 700.0, 2800.0, 17500.0, 400.0, 1000.0
V_example = repulsion(B, C)


def full_levels(field):
    return levels(V_example + field * N_e, 1e-4)


def full_gap(field):
    lev = full_levels(field)
    return select(lev, DOUBLET, 4)[0][0] - select(lev, QUARTET, 4)[0][0]


roots, vectors = np.linalg.eigh(matrix_2E(B, C, Delta))
config_weights = vectors[:, 0]**2
slope = config_weights @ np.array([0, 1, 1, 3])
gap = roots[0] + 15 * B
step = 50.0
slope_numeric = (full_gap(Delta + step) - full_gap(Delta - step)) / (2 * step)
assert abs(slope - slope_numeric) < 1e-6
assert abs(gap - full_gap(Delta)) < 1e-5

a = Delta + 14 * B + 3 * C
d = Delta + 5 * B
D = a * d - 100 * B**2
shift_estimate = -B**2 * (72 * d + 18 * a - 720 * B) / D
slope_estimate = 18 * B**2 * (4 * Delta**2 + (a - 20 * B)**2) / D**2
mixing_shift = gap - (9 * B + 3 * C)
# The estimate drops e^3 and the energy shift in the denominators.
assert abs(shift_estimate / mixing_shift - 1) < 0.05
assert abs(slope_estimate / slope_numeric - 1) < 0.10

crossing = brentq(lambda f: gap_2E(B, C, f) - f, 5 * B, 40 * B)
below, above = full_levels(0.98 * crossing), full_levels(1.02 * crossing)
assert below[1][1] == 12 and abs(below[1][2] - QUARTET) < 1e-5
assert above[1][1] == 4 and abs(above[1][2] - DOUBLET) < 1e-5
T1_gap = select(full_levels(Delta), DOUBLET, 6)[0][0] + 15 * B
assert T1_gap > gap and Delta > crossing

# ---- Vibrational test of the sharpness argument ----
h = 0.1
q = np.arange(-8, 10 + h / 2, h)
difference = np.subtract.outer(np.arange(len(q)), np.arange(len(q)))
safe = np.where(difference == 0, 1, difference)
kinetic = np.where(difference == 0, np.pi**2 / 3,
                   2.0 * (-1.0)**np.abs(difference) / safe**2) * w / (2 * h**2)
H_ground = kinetic + np.diag(w * q**2 / 2)
ground = np.linalg.eigh(H_ground)[1][:, 0]


def emission(surface):
    """Zero-phonon fraction and rms width of emission from a surface."""
    state = np.linalg.eigh(H_ground + np.diag(surface))[1][:, 0]
    applied = H_ground @ state
    return (ground @ state)**2, np.sqrt(applied @ applied
                                        - (state @ applied)**2)


surface_E = np.array([gap_2E(B, C, Delta - F * point) for point in q])
zero_E, width_E = emission(surface_E)
zero_T, width_T = emission(Delta - F * q)
S_E, S_T = (slope * F / w)**2 / 2, (F / w)**2 / 2
assert abs(zero_E - np.exp(-S_E)) < 3e-4
assert abs(zero_T - np.exp(-S_T)) < 1e-6
# The 2E surface is slightly curved, hence the wider tolerance.
assert abs(width_E / (slope * F / np.sqrt(2)) - 1) < 0.05
assert abs(width_T / (F / np.sqrt(2)) - 1) < 1e-6

print(f"Racah B = {B:.0f} cm^-1")
print(f"Racah C = {C:.0f} cm^-1")
print(f"Delta = 10Dq = {Delta:.0f} cm^-1")
print(f"Delta/B = {Delta / B:.1f}")
print(f"t2g exchange integral K = {coulomb(B, C)[0, 1, 0, 1]:.1f} cm^-1")
print(f"unmixed gap 9B+3C = {9 * B + 3 * C:.1f} cm^-1")
print(f"mixed 2E-4A2 gap = {gap:.1f} cm^-1")
print(f"wavelength of mixed gap (vacuum) = {1e7 / gap:.1f} nm")
print(f"shift by mixing = {mixing_shift:.1f} cm^-1")
print(f"shift relative to 9B+3C = {100 * mixing_shift / (9*B + 3*C):.2f} %")
for label, value in zip(("t2g^3", "t2g^2(1A1)e", "t2g^2(1E)e", "e^3"),
                        config_weights):
    print(f"weight of {label} in 2E = {value:.5f}")
print(f"slope d(gap)/dDelta = mean eg number = {slope:.5f}")
print(f"slope by finite difference, 120 states = {slope_numeric:.5f}")
print(f"slope d(gap)/dDq = {10 * slope:.4f}")
print(f"a = {a:.0f} cm^-1")
print(f"d = {d:.0f} cm^-1")
print(f"D = {D:.5e} cm^-2")
print(f"closed estimate of shift = {shift_estimate:.1f} cm^-1")
print(f"closed estimate of slope = {slope_estimate:.5f}")
print(f"leading large-field shift -90B^2/Delta = {-90*B**2/Delta:.1f} cm^-1")
print(f"leading large-field slope 90(B/Delta)^2 = {90*(B/Delta)**2:.5f}")
for factor in (0.9, 1.1):
    print(f"gap at Delta = {factor * Delta:.0f} cm^-1: "
          f"{gap_2E(B, C, factor * Delta):.1f} cm^-1")
print(f"4T2-4A2 gap = {Delta:.1f} cm^-1")
print(f"2T1-4A2 gap = {T1_gap:.1f} cm^-1")
print(f"2E-4T2 crossing at Delta = {crossing:.1f} cm^-1")
print(f"crossing Delta/B = {crossing / B:.3f}")
print(f"vibrational quantum w = {w:.0f} cm^-1")
print(f"field coupling F = {F:.0f} cm^-1 per unit q")
print(f"displacement of 2E in q = {slope * F / w:.4f}")
print(f"displacement of 4T2 in q = {F / w:.4f}")
print(f"Huang-Rhys factor 2E = {S_E:.5f}")
print(f"Huang-Rhys factor 4T2 = {S_T:.4f}")
print(f"zero-phonon fraction 2E (grid) = {zero_E:.5f}")
print(f"zero-phonon fraction 4T2 (grid) = {zero_T:.5f}")
print(f"rms emission width 2E (grid) = {width_E:.2f} cm^-1")
print(f"rms emission width 4T2 (grid) = {width_T:.2f} cm^-1")
print("all tests passed")
```

Running it gives:

```
Racah B = 700 cm^-1
Racah C = 2800 cm^-1
Delta = 10Dq = 17500 cm^-1
Delta/B = 25.0
t2g exchange integral K = 4900.0 cm^-1
unmixed gap 9B+3C = 14700.0 cm^-1
mixed 2E-4A2 gap = 13549.9 cm^-1
wavelength of mixed gap (vacuum) = 738.0 nm
shift by mixing = -1150.1 cm^-1
shift relative to 9B+3C = -7.82 %
weight of t2g^3 in 2E = 0.97018
weight of t2g^2(1A1)e in 2E = 0.02149
weight of t2g^2(1E)e in 2E = 0.00779
weight of e^3 in 2E = 0.00054
slope d(gap)/dDelta = mean eg number = 0.03090
slope by finite difference, 120 states = 0.03090
slope d(gap)/dDq = 0.3090
a = 35700 cm^-1
d = 21000 cm^-1
D = 7.00700e+08 cm^-2
closed estimate of shift = -1154.3 cm^-1
closed estimate of slope = 0.03047
leading large-field shift -90B^2/Delta = -2520.0 cm^-1
leading large-field slope 90(B/Delta)^2 = 0.14400
gap at Delta = 15750 cm^-1: 13492.8 cm^-1
gap at Delta = 19250 cm^-1: 13601.3 cm^-1
4T2-4A2 gap = 17500.0 cm^-1
2T1-4A2 gap = 14186.3 cm^-1
2E-4T2 crossing at Delta = 13405.8 cm^-1
crossing Delta/B = 19.151
vibrational quantum w = 400 cm^-1
field coupling F = 1000 cm^-1 per unit q
displacement of 2E in q = 0.0773
displacement of 4T2 in q = 2.5000
Huang-Rhys factor 2E = 0.00298
Huang-Rhys factor 4T2 = 3.1250
zero-phonon fraction 2E (grid) = 0.99699
zero-phonon fraction 4T2 (grid) = 0.04394
rms emission width 2E (grid) = 22.02 cm^-1
rms emission width 4T2 (grid) = 707.11 cm^-1
all tests passed
```
